Electroless growth with an implicit mixed potential and a charge ledger

**A negative concentration with balanced books**

A model plating bath holds 40 mol/m³ of reductant. One time step of 0.242 s after the start of plating, a simple simulation puts the reductant concentration at the surface at −16.6 mol/m³. In the same step the anodic and cathodic charges agree, and both agree with the material removed from solution, to a relative 6×10⁻¹⁴. How can a result be impossible and still balance? The answer shows how the step should be built and what a charge balance can prove.

**The model**

The surface is at open circuit. Metal ions take up z = 2 electrons each and deposit, while each reductant molecule gives up n = 1 electron. No other electrode reaction occurs. Both species cross a stagnant layer of thickness δ = 100 μm whose outer edge stays at the bulk concentration c_b. A supporting electrolyte suppresses migration; temperature (350 K) and active area are constant, and activities are replaced by concentrations. SI-based units are used, since atomic units are unnatural here.

The potential E is measured from the equilibrium potential of the metal in the fresh bath, and f = F/(RT) = 33.16 V⁻¹. Fluxes J_R (reductant) and J_M (metal ion) are positive when the species is consumed. With c_R and c_M the concentrations at the surface, irreversible oxidation gives

J_R = K_R c_R,  K_R = k_R exp(βfE).

For the metal, deposition and dissolution compete:

J_M = k_M c_M exp(−αfE) − k_M c_M,b exp[(z−α)fE].

The second term contains no surface concentration because the solid has unit activity. Its prefactor makes the net rate vanish at E = 0 in the fresh bath. Taking out the common exponential,

J_M = K_M (c_M − c_eq),  K_M = k_M exp(−αfE),  c_eq = c_M,b exp(zfE).

The rate vanishes when c_M = c_eq, which is the Nernst equation. Here α = β = 0.5 are apparent transfer coefficients.

Open circuit means that no net current leaves the surface:

g(E) = n J_R − z J_M = 0.

The root is the mixed potential.

**What goes wrong**

The simple scheme solves g(E) = 0 with the surface concentrations left by the previous step, holds the resulting fluxes for a time Δt, and then updates the diffusion profiles. Consider its first step from a uniform bath, with backward Euler in time. The deficit u = c_b − c obeys

u/Δt = D u″.

If the depleted zone is thin compared with δ, the decaying solution is u = u₀ exp(−x/ℓ), with ℓ = √(DΔt). The flux towards the surface is D dc/dx at x = 0, which equals D u₀/ℓ. Setting this equal to J gives

u₀ = Jℓ/D = J √(Δt/D).

The old surface concentration fixes J = K c_b, so the new one is

c_s = c_b [1 − K √(Δt/D)].

It is negative once Δt > D/K². The flux was computed for a well-supplied surface and was not allowed to fall as the supply ran out.

The bath of the opening has k_R = 3×10⁻⁴ m/s, D_R = 9×10⁻¹⁰ m²/s and a fresh mixed potential of −0.0752 V. Hence K_R = 3×10⁻⁴ exp(−1.246) = 8.63×10⁻⁵ m/s, and D_R/K_R² = 0.121 s. At twice this step the formula gives 40(1 − √2) = −16.6 mol/m³, as found. At half of it, 40(1 − 1/√2) = 11.7 mol/m³, also as found.

Shorter steps would avoid the negative value, but the limit shrinks as 1/K², so fast kinetics would dictate the step. Nor does passing the first step guarantee the later ones: in this bath K_R grows as the potential rises, so a step length that was safe at the start can fail later. It is better to let the flux respond to the concentration it produces.

**Eliminating the surface concentrations**

Divide the layer into N cells of width h = δ/N, numbered from the surface. For an interior cell, the gain in content equals inflow minus outflow:

h(c_j − c_j^old)/Δt = D(c_{j+1} − c_j)/h − D(c_j − c_{j−1})/h.

In the first cell the outflow is J. In the last, the bulk lies half a cell away, so the inflow is 2D(c_b − c_N)/h. Multiplying by Δt/h and writing r = DΔt/h²,

(1+r)c₁ − r c₂ = c₁^old − (Δt/h)J
−r c_{j−1} + (1+2r)c_j − r c_{j+1} = c_j^old
−r c_{N−1} + (1+3r)c_N = c_N^old + 2r c_b.

Call the matrix on the left A. The unknown J enters linearly, so two solutions suffice. Let p solve the system with J = 0, and let q solve A q = (Δt/h)e₁, where e₁ is 1 in the first cell and 0 elsewhere. Then

c = p − qJ.

The surface is half a cell from the first cell centre, so J = 2D(c₁ − c_s)/h, and

c_s = c₁ − hJ/(2D) = P − QJ,
P = p₁,  Q = q₁ + h/(2D).

P is the surface concentration that would result if the reaction paused for this step. Q is the drop per unit flux. The thin-zone argument gives Q ≈ √(Δt/D). For the metal ion with D_M = 7×10⁻¹⁰ m²/s, Δt = 0.02 s and 200 cells, this estimate is 5345 s/m and the matrix gives 5357 s/m.

Putting c_s = P − QJ into the rate laws gives, for the reductant, J_R = K_R(P_R − Q_R J_R). Collecting J_R,

J_R = K_R P_R/(1 + K_R Q_R).

For the metal, J_M = K_M(P_M − Q_M J_M − c_eq), so

J_M = K_M(P_M − c_eq)/(1 + K_M Q_M).

Back-substitution gives the concentrations:

c_R = P_R/(1 + K_R Q_R),
c_M = (P_M + K_M Q_M c_eq)/(1 + K_M Q_M).

Both are positive for any step length if P and Q are. To see that they are, suppose A v = b with b ≥ 0 and b not zero everywhere. Each row sum of A is positive. At the smallest entry v_k, row k reads (row sum)·v_k + r·Σ(v_k − v_neighbour) = b_k, and the second term is not positive. A negative v_k would make the left side negative, which is impossible. If v_k = 0, its neighbours must also vanish, then theirs, and so on until v = 0, contradicting b ≠ 0. So p and q are positive when the old profile is. The new profile is positive too: replacing J in the first row by 2D(c₁ − c_s)/h turns that row into (1+3r)c₁ − r c₂ = c₁^old + 2r c_s, and the same argument applies. Positivity therefore carries from step to step.

In the bath of the opening, the same 0.242 s step now leaves 13.3 mol/m³. With K_R frozen at its fresh value it would leave 40/(1+√2) = 16.6. The lower result reflects a larger K_R, because the potential rises within the step as reductant becomes scarce.

**A bracket that cannot miss**

Let E_N = ln(P_M/c_M,b)/(zf), the potential at which c_eq = P_M. Below E_N:

- J_R rises with E, since K_R rises and dJ_R/dK_R = P_R/(1+K_R Q_R)² > 0.
- J_M falls with E, since it is the product of K_M/(1+K_M Q_M) and P_M − c_eq, which are both positive and both decreasing.

So g increases. At E_N the metal flux is zero and g = nJ_R > 0. As E → −∞, K_R and c_eq vanish while K_M grows without bound, so g → −zP_M/Q_M < 0. There is one root below E_N. Above E_N, J_M is negative and g remains positive, so there is no other.

One step of the algorithm is then:

1. Compute p for both species; q depends only on the diffusivity, the grid and the step, so it is computed once per species and reused.
2. Start from E_N and move down by 0.05 V, then by doubled amounts, until g < 0. The last two points bracket the root.
3. Bisect, then evaluate J_R and J_M.
4. Set c = p − qJ for each species, and add V_m J_M Δt to the thickness, where V_m is the molar volume of the deposit.

**One step by hand**

The main example has bulk concentrations of 150 (reductant) and 50 mol/m³ (metal), k_R = 10⁻⁴ m/s, k_M = 10⁻⁶ m/s and V_m = 7×10⁻⁶ m³/mol. These are round model values. In the first step of 0.02 s, P_R = 150 and P_M = 50 mol/m³, so E_N = 0. The search visits −0.05, −0.15 and −0.35 V, and g changes sign between the last two. Bisection gives E = −0.15194 V. There

K_R = 10⁻⁴ exp(−2.519) = 8.055×10⁻⁶ m/s,
J_R = 8.055×10⁻⁶ × 150/(1 + 8.055×10⁻⁶ × 4722) = 1.164×10⁻³ mol/(m² s),
K_M = 10⁻⁶ exp(2.519) = 1.241×10⁻⁵ m/s,
J_M = 1.241×10⁻⁵ × 50/(1 + 1.241×10⁻⁵ × 5357) = 5.82×10⁻⁴ mol/(m² s).

Here c_eq, about 0.002 mol/m³, is negligible. Two reductant molecules are consumed per metal ion, as 2J_M = J_R requires. The surface concentrations become 150 − 4722 × 1.164×10⁻³ = 144.5 and 50 − 5357 × 5.82×10⁻⁴ = 46.9 mol/m³.

**Why the potential drifts**

Over 60 s the potential falls from −0.1511 V to −0.1758 V. When c_eq is negligible, the balance n k_R c_R exp(βfE) = z k_M c_M exp(−αfE) can be solved directly:

E = ln[z k_M c_M/(n k_R c_R)]/[(α+β)f].

The potential thus follows the ratio of the two surface concentrations. At 60 s the metal ion is at 13.75/50 = 0.275 of its bulk value and the reductant at 93.6/150 = 0.624. The shift is ln(0.275/0.624)/33.16 = −0.0247 V, which accounts for the drift.

The reductant concentration passes through a shallow minimum: 92.4 mol/m³ at 10 s, then 93.6 at 60 s. Electron balance ties its consumption to the metal flux, which is still falling at 10 s. The reductant diffuses faster than the metal ion, so its profile is already nearly steady and follows the falling flux. In a steady layer the deficit would be J_Rδ/D_R. This is 58.1 mol/m³ for the flux at 10 s and 56.4 for the final flux, so the surface partly refills. With equal diffusivities the reductant deficit would always be twice that of the metal ion, and the minimum would disappear.

**The steady limit**

At long times each profile is a straight line, J = D(c_b − c_s)/δ. This is again c_s = P − QJ, now with P = c_b and Q = δ/D, so the same root search gives the steady state without time stepping. It yields E = −0.1758 V and J_M = 2.54×10⁻⁴ mol/(m² s), which the time march has reached by 60 s. This is 72 % of the transport limit D_M c_M,b/δ = 3.5×10⁻⁴, so kinetics still matter.

The steady growth rate is V_m J_M = 1.78×10⁻⁹ m/s, or 6.4 μm/h. The thickness at 60 s is 0.111 μm. The steady rate alone would give 0.107 μm, and the faster start supplies the rest. Had the fresh-bath flux persisted, the deposit would be 0.257 μm thick.

The deposit surface itself moves, which the model neglects. Its speed relative to the diffusion speed D_M/δ is V_m J_M δ/D_M, at most 6×10⁻⁴ in this run.

**What the charge ledger proves**

Add the cell equations. Each internal flux leaves one cell and enters the next, so it cancels:

h Σ(c_j − c_j^old) = Δt [2D(c_b − c_N)/h − J].

Summing over all steps from a uniform bath,

Σ JΔt = h Σ(c_b − c_j^end) + Σ Δt·2D(c_b − c_N)/h.

The left side is what the electrode consumed. The right side is what the layer lost plus what the bulk supplied. Multiplying by nF or zF turns each into a charge. After 60 s the anodic charge, the cathodic charge and the two material charges are all 3071.17 C/m², with a largest relative mismatch of 3×10⁻¹².

Equality of the first two is imposed by the root at every step, so it shows little more than that the root was found. The comparison with material is stronger: it would expose material created or lost in the linear solution or at a boundary, though not material wrongly moved between inner cells. But the cancellation holds for any J, including one computed from outdated concentrations. That is why the negative concentration balanced.

For the same reason the ledger says nothing about the accuracy of the time step. A separate solution expands the deficits in 60 diffusion modes per species, integrates them with adaptive steps, and seeks the current density instead of the potential. Relative to it, the metal flux at 2 s is wrong by 2.5 % with Δt = 0.5 s, although the charges match to 3×10⁻¹³. With steps of 0.1, 0.05 and 0.025 s the error is 0.50, 0.25 and 0.13 %. Halving the step halves the error, as expected of a first-order method. Both checks are needed, one for conservation and one for accuracy.

**When the reductant runs short**

The bath of the opening has 50 mol/m³ of metal ion and faster metal kinetics, k_M = 10⁻⁵ m/s. Over 60 s its potential rises from −0.0752 V, overshoots slightly to −0.0188 V, and settles at −0.0203 V. The reductant falls to 1.6 mol/m³, 4 % of its bulk value, while the metal ion keeps about half of its own.

Here the back reaction cannot be dropped. At 60 s c_eq is 13.0 mol/m³ against c_M = 25.3, so dissolution cancels about half of the forward deposition rate. The formula without it would give ln(1.047)/33.16 = +0.001 V. That lies above the Nernst potential of this surface, ln(0.506)/(2 × 33.16) = −0.010 V, where the metal would dissolve instead of growing.

**Real baths and the limits of the bracket**

Electroless nickel and copper baths typically grow from a few to a few tens of micrometres per hour, so 6.4 μm/h is an ordinary rate. The metal-ion depletion to 28 % is strong, and many practical baths are controlled more by kinetics. One reason for the strong depletion here is the thick unstirred layer: a layer of 20 μm would leave 72 %. Another is the choice of diffusivities, which are typical of water near room temperature. At 350 K they would be nearly three times larger, which would leave 58 % and raise the growth rate to about 10 μm/h. Diluting both species equally would barely change the 28 %, because dissolution is negligible in the main example and the other rates are proportional to concentration. Real baths also break the assumption of one cathodic reaction, since hydrogen evolution or codeposition can take electrons. If such reactions took 30 % of them at the same anodic flux, growth would drop from 6.4 to 4.5 μm/h. The anodic flux does not stay the same, however, because the extra cathodic current raises the mixed potential. With a side current proportional to exp(−αfE) that takes 30 % of the electrons, the steady potential moves to −0.152 V, the anodic flux grows by 26 %, and growth is 5.6 μm/h. The ledger would need an entry for each such reaction.

An added cathodic current that weakens as E rises keeps g increasing below E_N, but the root may then lie above E_N, where the metal corrodes, and the search must extend upwards. If the reductant's oxidation rate passes through a maximum with potential, as when the surface passivates, g need not be monotone. Several mixed potentials may then exist. Bisection still finds one of them, but choosing the state the surface occupies requires its history and a stability analysis. The full numerical output follows.

Calculated quantities

```
Temperature 350 K; f = F/RT 33.1558 1/V
Electrons n, z: 1, 2; alpha, beta: 0.5, 0.5
D reductant, metal: 9.0e-10, 7.0e-10 m^2/s
Layer 100 um; cells 200; step 0.02 s
Molar volume 7.0e-06 m^3/mol
Main bulk c_red, c_met: 150.0, 50.0 mol/m^3
Main k_red, k_met: 1.0e-04, 1.0e-06 m/s
Starved bulk c_red, c_met: 40.0, 50.0 mol/m^3
Starved k_red, k_met: 3.0e-04, 1.0e-05 m/s
Main fresh E: -0.151125 V; simple formula -0.151124 V
Main fresh metal flux: 6.1236e-04 mol/m^2/s
First step P_red, P_met: 150.000, 50.000 mol/m^3
First step Q_red, Q_met: 4722.22, 5357.14 s/m
Thin-zone estimate of Q_met: 5345.22 s/m
First bracket: -0.3500 to -0.1500 V
First-step bisections: 52
Main: t/s, E/V, J_met/(mol/m^2/s), c_red, c_met/(mol/m^3), um
0.02 -0.15194 5.8199e-04 144.503 46.882 0.00008
0.20 -0.15409 5.1428e-04 132.323 39.978 0.00076
2.00 -0.16129 3.6765e-04 106.578 25.366 0.00606
5.00 -0.16787 2.9447e-04 95.218 18.214 0.01288
10.00 -0.17328 2.6126e-04 92.395 14.775 0.02244
20.00 -0.17556 2.5403e-04 93.306 13.833 0.04036
60.00 -0.17584 2.5372e-04 93.617 13.754 0.11141
Modal E at 2, 60 s: -0.16131, -0.17584 V
Modal thickness at 60 s: 0.11141 um
Simple E from 60 s surface values: -0.17583 V
Steady E: -0.17584 V; flux 2.5372e-04 mol/m^2/s
Steady growth: 6.394 um/h
Metal limiting flux: 3.5000e-04 mol/m^2/s
Anodic, cathodic charge: 3071.16707, 3071.16707 C/m^2
Ledger red, met charge: 3071.16707, 3071.16707 C/m^2
Largest relative charge mismatch: 2.7e-12
Largest surface-motion Peclet number: 5.82e-04
Starved E fresh, 60 s: -0.07515, -0.02033 V
Starved modal E at 60 s: -0.02033 V
Starved surface c_red, c_met at 60 s: 1.613, 25.323 mol/m^3
Starved equilibrium c_met at 60 s: 12.990 mol/m^3
Starved thickness at 60 s: 0.07677 um
Step 0.5 s: relative flux error at 2 s 2.5122 %
Step 0.1 s: relative flux error at 2 s 0.5024 %
Step 0.05 s: relative flux error at 2 s 0.2509 %
Step 0.025 s: relative flux error at 2 s 0.1253 %
Error ratios on halving: 2.002, 2.002
Charge mismatch with 0.5 s step: 2.9e-13
Lagged positivity estimate D/K^2: 0.1208 s
Lagged c_red, half this step: 11.699 mol/m^3
Lagged c_red, twice this step: -16.577 mol/m^3
Implicit c_red, twice this step: 13.266 mol/m^3
Lagged charge mismatch: 6.1e-14
```
